# The noise factor of an optical amplifier and its limit of two

A single-pass optical amplifier with power gain \(G\), fed with strong coherent light, has the noise factor

\[
F=\frac{2n_{\rm sp}(G-1)}{G}+\frac1G .
\]

The first term comes from the beating of the amplified signal with spontaneous emission, and the second from the shot noise of the amplified signal. The inversion factor \(n_{\rm sp}\) equals one when the medium is completely inverted and the light suffers no other loss. Then \(F=2-1/G\), which tends to two, or 3.01 dB, at high gain. If background loss remains, complete inversion gives a high-gain limit above two.

The noise factor is the ratio of signal-to-noise ratios at input and output, \(F={\rm SNR}_{\rm in}/{\rm SNR}_{\rm out}\). Each ratio is the square of the mean signal count divided by the variance of the count, for an ideal detector that counts photons during a time \(T\). Coherent light has Poisson counting statistics, so an input with mean \(n_0\) has variance \(n_0\) and \({\rm SNR}_{\rm in}=n_0^2/n_0=n_0\). What has to be found is the variance after amplification.

Consider first one mode of the field. The interaction that lets an emitter add a photon contains the creation operator, with matrix element \(\langle n+1|\hat a^\dagger|n\rangle=\sqrt{n+1}\). Absorption contains \(\langle n-1|\hat a|n\rangle=\sqrt n\). Transition rates go as the squares, so emission is proportional to \(n+1\) and absorption to \(n\). Let \(e\) be the emission coefficient per unit length and \(a\) the coefficient of all losses, which include absorption by the medium and background loss. The medium is taken to be uniform, undepleted by the light, and without memory on the scale over which the field grows. Background loss adds no photons, because thermal occupation is negligible at the photon energies considered here. The probability \(P_n\) of having \(n\) photons then obeys

\[
\frac{dP_n}{dz}=e\left[nP_{n-1}-(n+1)P_n\right]+a\left[(n+1)P_{n+1}-nP_n\right].
\]

In each bracket the first term brings the field into the state with \(n\) photons and the second takes it out. A coherent state also has coherences between different photon numbers, but for this phase-insensitive medium they do not enter the equation for \(P_n\), and a photon count depends on \(P_n\) alone.

Multiply the equation by any function \(f(n)\), sum over \(n\), and shift the summation index in the two incoming terms. The result is

\[
\frac{d\langle f\rangle}{dz}=e\langle(n+1)[f(n+1)-f(n)]\rangle+a\langle n[f(n-1)-f(n)]\rangle .
\]

For \(f=n\) the two differences are \(+1\) and \(-1\). With \(\gamma=e-a>0\),

\[
\frac{d\langle n\rangle}{dz}=\gamma\langle n\rangle+e .
\]

Multiplication by \(\exp(-\gamma z)\) makes the left side, less the term in \(\gamma\), a total derivative. Integration from 0 to \(z\) gives

\[
\langle n\rangle=Gn_0+N,\qquad G=\exp(\gamma z),
\]
\[
N=n_{\rm sp}(G-1),\qquad n_{\rm sp}=\frac{e}{e-a}.
\]

The mean number of spontaneous photons in the mode is \(N\). It satisfies \(dN/dz=eG=\gamma N+e\), since \(\gamma N=e(G-1)\).

For the variance, take \(f=n(n-1)\) and call its mean \(M\). An emission changes \(f\) by \((n+1)n-n(n-1)=2n\), and an absorption changes it by \((n-1)(n-2)-n(n-1)=-2(n-1)\). Since \(n(n+1)=n(n-1)+2n\),

\[
\frac{dM}{dz}=2e(M+2\langle n\rangle)-2aM
=2\gamma M+4e(Gn_0+N).
\]

Divide by \(G^2\) and set \(u=N/G\). Then

\[
\frac{du}{dz}=\frac{\gamma N+e}{G}-\frac{\gamma N}{G}=\frac eG,
\]
\[
\frac{d}{dz}\left(\frac{M}{G^2}\right)=\frac{4e}{G}\,(n_0+u)=4(n_0+u)\frac{du}{dz}.
\]

At the input \(u=0\), and a Poisson distribution has \(M=n_0^2\). Integration gives \(M/G^2=n_0^2+4n_0u+2u^2\), or

\[
M=G^2n_0^2+4Gn_0N+2N^2 .
\]

The variance is \(M+\langle n\rangle-\langle n\rangle^2\). The term \(G^2n_0^2\) cancels, half of each of the other two terms in \(M\) is removed by the square of the mean, and

\[
\sigma_n^2=Gn_0+N+2Gn_0N+N^2 .
\]

To see which part is beating, describe the output by a classical amplitude \(A+\xi\), with \(A=\sqrt{Gn_0}\). Here \(\xi\) is a complex Gaussian noise amplitude of random phase with \(\langle|\xi|^2\rangle=N\), so each of its two quadratures has variance \(N/2\). The energy in photon units is

\[
W=|A+\xi|^2=A^2+2A\,{\rm Re}\,\xi+|\xi|^2 .
\]

The middle term is the beat between signal and spontaneous field. Its variance is \(4A^2(N/2)=2Gn_0N\). Noise in phase with the signal changes the energy at first order, whereas the other quadrature enters through \(|\xi|^2\). The energy \(|\xi|^2\) is exponentially distributed with mean \(N\) and variance \(N^2\), and its covariance with \({\rm Re}\,\xi\) vanishes because the Gaussian is even. For a given \(W\) the detector produces a Poisson count of variance \(W\), so averaging adds the mean energy \(Gn_0+N\) to the variance of \(W\). The sum is \(\sigma_n^2\), term by term.

The agreement extends to the whole count distribution. Let \(Q(s)=\langle(1-s)^n\rangle\), which determines every \(P_n\). Putting \(f=(1-s)^n\) in the equation for averages, and using \(\partial Q/\partial s=-\langle n(1-s)^{n-1}\rangle\), gives

\[
\frac{\partial Q}{\partial z}=-esQ+(\gamma s-es^2)\frac{\partial Q}{\partial s}.
\]

In the classical picture a Poisson count with mean \(W\) has \(\langle(1-s)^n\rangle=\exp(-sW)\). Write \(D=1+sN\). The average over \(\xi\) has the exponent

\[
-\frac{|\xi|^2}{N}-s|A+\xi|^2
=-\frac DN\left|\xi+\frac{sNA}{D}\right|^2-\frac{sA^2}{D},
\]

and the Gaussian integral, normalized by \(1/(\pi N)\), gives

\[
Q=\frac1D\exp\left(-\frac{sGn_0}{D}\right).
\]

Its logarithmic derivatives are

\[
\frac{\partial\ln Q}{\partial s}=-\frac ND-\frac{Gn_0}{D^2},
\]
\[
\frac{\partial\ln Q}{\partial z}=-\frac{s(\gamma N+e)}{D}-\frac{sGn_0(\gamma-es)}{D^2}.
\]

Multiply the first by \(\gamma s-es^2\) and subtract \(es\). The terms with \(n_0\) agree with the second line at once. The others combine to \(-[es(1+sN)+\gamma sN-es^2N]/D=-s(e+\gamma N)/D\), which also agrees. At the input \(Q=\exp(-sn_0)\), as a Poisson distribution requires. For a coherent input, the classical beat picture therefore reproduces the photon statistics of this amplifier model, provided that Poisson detection is included.

A continuous signal is treated by expanding the field during the counting time in Fourier modes with frequency spacing \(1/T\). These modes are orthogonal on the interval, so the detected energy is the sum of their separate energies. A constant signal occupies one of them. An ideal rectangular optical filter of width \(B_o\) passes \(m=B_oT\) modes in the one polarization that is amplified. For \(m\gg1\) and gain flat across the filter, the noise amplitudes can be treated as independent with the same \(N\), and edge effects are neglected. The signal mode contributes \(\sigma_n^2\), and each of the other \(m-1\) modes contributes \(N+N^2\). Hence

\[
\sigma_{\rm out}^2=Gn_0+2Gn_0N+mN(N+1).
\]

Beats between the signal and noise in the other modes average to zero over \(T\) by orthogonality. This is why the filter width does not appear in the signal-spontaneous term, while it multiplies the noise that exists without a signal.

The same beat term can be written for a detector current. A count \(n\) corresponds to the average current \(qn/T\), with \(q\) the elementary charge, and counting over \(T\) has the electrical noise bandwidth \(B_e=1/(2T)\). In atomic units a photon has energy \(\omega\). The input power is \(P=\omega n_0/T\), and the spontaneous power per unit ordinary frequency is \(S=\omega N\), because each interval \(1/T\) of frequency carries the power \(\omega N/T\). The beat variance becomes

\[
\sigma_{\rm beat}^2=\frac{q^2}{T^2}\,2Gn_0N
=4\left(\frac q\omega\right)^2GP\,S\,B_e .
\]

The constant background \(mN\) is subtracted from the mean count, so the output signal is \(Gn_0\). The noise factor follows:

\[
F=n_0\,\frac{\sigma_{\rm out}^2}{(Gn_0)^2}
=\frac1G+\frac{2N}{G}+\frac{mN(N+1)}{G^2n_0}.
\]

The last term falls as the signal grows. It is small beside the beat term when \(n_0\gg m(N+1)/(2G)\), which at high gain becomes \(n_0\gg mn_{\rm sp}/2\). Under this condition, inserting \(N=n_{\rm sp}(G-1)\) gives the formula at the head of the text. It can be rearranged as

\[
F=2n_{\rm sp}-\frac{2n_{\rm sp}-1}{G}.
\]

Since \(a\ge0\), \(n_{\rm sp}\ge1\), and \(F\) cannot be below \(2-1/G\) in this model. Equality requires \(a=0\): no absorption by the medium and no background loss. For such an amplifier \(F\) is 1.5 at \(G=2\), 1.8 at \(G=5\) and 1.95 at \(G=20\). The beat term alone is \(2-2/G\), so it supplies the whole limit of two, while shot noise supplies a part that vanishes as \(1/G\). The strong-signal variance at \(a=0\) can also be split as

\[
Gn_0(2G-1)=G^2n_0+G(G-1)n_0 .
\]

The first part is the input variance multiplied by \(G^2\), which would leave the signal-to-noise ratio unchanged. The second is the added noise, and at high gain its ratio to the first tends to one. That is the meaning of the factor two.

A different limit is a medium whose emission is balanced by loss. As \(a\to e\) over a length \(L\), \(G\to1\) and \(N\to eL\), so \(F\to1+2eL\). The mean signal is unchanged, yet its noise has grown, because emission and loss events do not cancel in the variance.

As long as the light entering the amplifier still meets the strong-signal condition, loss before the amplifier lowers the output signal-to-noise ratio by the same factor as it lowers the input power, even if later gain restores the power. For a weaker signal the ratio falls by more, because the signal-independent noise does not fall with the signal. A lossy section without emission has \(N=0\), and the solution for \(Q\), which also holds for negative \(\gamma\), shows that the light remains Poissonian, with mean \(\eta n_0\) for transmission \(\eta\). The amplifier then delivers a signal \(G\eta n_0\) with strong-signal variance \(G\eta n_0(1+2N)\). Referred to the original input,

\[
F_{\rm total}=n_0\frac{G\eta n_0(1+2N)}{(G\eta n_0)^2}=\frac F\eta .
\]

Later gain does not recover the signal-to-noise ratio lost at the entrance.

The definition also assumes an input at the shot-noise level. If the source has variance \((1+x)n_0\), with \(x>0\), the initial value of \(M\) rises by \(xn_0\) and the output variance by \(G^2xn_0\). The measured ratio is then \((F+x)/(1+x)\), which is closer to one when \(F>1\). The amplifier has not become quieter; the input is a poorer reference.

In a semiconductor, let \(f_c\) and \(f_v\) be the electron occupations of an upper and a lower level separated by \(\omega\). Emission needs a filled upper and an empty lower level, and is proportional to \(f_c(1-f_v)\). Absorption is proportional, with the same constant, to \(f_v(1-f_c)\). The difference is \(f_c-f_v\), so the inversion factor of the medium alone is

\[
n_m=\frac{f_c(1-f_v)}{f_c-f_v}
=\left[1-\frac{f_v(1-f_c)}{f_c(1-f_v)}\right]^{-1}.
\]

For a Fermi distribution \((1-f)/f\) is the exponential of the level energy measured from its quasi-Fermi level, divided by \(kT_{\rm d}\), where \(T_{\rm d}\) is the device temperature. The ratio in the bracket therefore depends on the level separation and on the quasi-Fermi separation \(\Delta F\):

\[
n_m=\frac1{1-\exp[(\omega-\Delta F)/kT_{\rm d}]} .
\]

The factor \(n_m\) approaches one when \(\Delta F-\omega\gg kT_{\rm d}\), since absorption by the medium is then negligible beside emission. Complete inversion, with a full upper and an empty lower level, gives this limit but is not required for it. If \(g\) is the modal gain, equal to emission minus absorption by the medium, and \(\alpha\) is the background loss, then \(e=n_mg\) and \(e-a=g-\alpha\). Thus

\[
n_{\rm sp}=n_m\frac{g}{g-\alpha}.
\]

A fully inverted medium, \(n_m=1\), has the high-gain limit \(F\to2g/(g-\alpha)\).

As an example take a semiconductor amplifier at 1550 nm, where the photon energy is 0.7999 eV. The parameters are rough values for this class of device: \(g=30\ {\rm cm^{-1}}\), \(\alpha=5\ {\rm cm^{-1}}\), length 1.8 mm, and a quasi-Fermi separation 0.030 eV above the photon energy. Intermediate results are shown rounded but carried at full precision. At 300 K, \(kT_{\rm d}=0.02585\) eV, and

\[
n_m=\frac1{1-\exp(-0.030/0.02585)}=1.456,
\]
\[
n_{\rm sp}=1.456\times\frac{30}{25}=1.748 .
\]

The gain is \(G=\exp(25\times0.18)=90.0\), or 19.5 dB, and \(N=1.748\times89.0=155.6\) photons per mode. The noise factor is

\[
F=\frac{2\times155.6}{90.0}+\frac1{90.0}=3.456+0.011=3.47,
\]

or 5.40 dB. With the same gain, modal gain and background loss, complete inversion of the medium would give 2.38. Removing the loss as well, again at the same \(G\), would give 1.99. Most of the excess over two in this example thus comes from incomplete inversion, and a smaller part from background loss.

For an input of 10 µW and a counting time of 1 ns, \(n_0=7.80\times10^4\), which is also the input signal-to-noise ratio. The output ratio is \(n_0/F=2.25\times10^4\), in an electrical bandwidth of 0.5 GHz. An ideal detector would show a signal current of 1.125 mA, a beat noise of 7.49 µA rms and a signal shot noise of 0.425 µA rms. The beat variance is \(2N\), or about 311, times the shot variance, so shot noise hardly matters at this gain.

A 100 GHz filter passes 100 noise modes, and the signal-independent term adds 0.004 to \(F\). At an input a thousand times weaker, with the gain and filter unchanged, that term is 3.85 and \(F\) rises to 7.32. These values rest on the mode count. The neglected edge effects lower them to 3.82 and 7.28 for a rectangular filter, and lower the strong-signal value from 3.47 to 3.46. A Gaussian filter with a full width at half maximum of 100 GHz gives about 2.9 and 6.4 instead. The strong-signal formula has then lost its validity, although the amplifier is the same. Without the filter, a flat gain band of 5 THz would add 0.19 at the original 10 µW.

The numbers describe the chip interior, whereas the noise figure of a packaged semiconductor amplifier also includes input coupling. At the original input power this is the largest correction considered here: a coupling of one half doubles \(F\) to 6.9, or 8.4 dB. Saturation is smaller. Replacing \(g\) by \(g/(1+P/P_{\rm s})\), with \(P_{\rm s}=20\) mW as a rough value, and integrating the growth of the signal power numerically lowers the gain by 0.22 dB; the accompanying change of inversion is not included. This is a change of gain, not of \(F\). With the gain held at its saturated mean profile, \(F\) moves by less than 0.01 dB. If the gain follows the power fluctuations within the counting time, it compresses them, and \(F\) as defined here falls by about 0.4 dB, to 3.15; a signal modulated equally slowly would be compressed as well. Which case applies depends on the carrier response time compared with \(T\). Residual facet reflectivity \(R\) feeds back a round-trip amplitude \(GR\), so the gain varies with wavelength between extremes in the ratio \([(1+GR)/(1-GR)]^2\). For \(R=10^{-4}\) this is 0.16 dB. At 350 K, with \(g\), \(\alpha\) and the offset of 0.030 eV held fixed, \(F\) becomes 3.78, because the thermal spread leaves the medium less completely inverted. A device heated at fixed current need not keep that gain and offset, so this last number isolates one effect of temperature and does not predict the full change.

All numerical values are calculated from the stated model.
